**Dirac exchange tested on the uniform gas, harmonic traps and the zinc atom**

The program tests the uniform-gas result $e_x=-C n^{4/3}$ with $C=\tfrac34(3/\pi)^{1/3}$, where $e_x$ is the exchange energy per volume and $n$ the density of an unpolarized gas, in atomic units. It asserts that an explicit plane-wave sum in a finite box agrees with the density matrix $3n\,j_1(k_Fs)/(k_Fs)$, where $k_F$ is the Fermi wave number, $s$ the separation and $j_1$ a spherical Bessel function. It also asserts that the exchange hole integrates to minus one electron within the truncation error, and that quadratures in real space and in momentum space both reproduce the formula. At 0.1 electrons per cubic angstrom all three routes print −0.49363 eV/Å³. For filled harmonic-trap shells, the assertions are that Dirac's relative error and the mean reduced gradient fall as shells are added, and that, for 8 electrons, a fourfold trap frequency leaves the error unchanged. The printed error falls from 14.53% for 2 electrons to 2.65% for 70. For the free Zn atom in nonrelativistic Hartree-Fock theory, the program asserts that Dirac exchange is weaker than the determinant's exchange by less than 10%; the output shows 5.74% in the def2-TZVP basis.

## Verification by program

```python
"""Dirac exchange: the unpolarized uniform gas has exchange energy per volume
    e_x = -C n^(4/3),  C = (3/4)(3/pi)^(1/3)   (Hartree atomic units),
obtained from the density matrix gamma(s) = n * 3 j1(x)/x, x = kF s.
n: electron density, kF: Fermi wave number, s: distance between two points,
j0, j1: spherical Bessel functions. For nonuniform closed-shell systems
-C * integral of n^(4/3) is an approximation to the determinant's exchange
    E_x = -(1/4) * double integral of |gamma(r,r')|^2 / |r-r'|.
It is tried on filled harmonic-trap shells and on the free Zn atom.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, dblquad, simpson
from scipy.special import spherical_jn
from pyscf import gto, scf

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10  # angstrom
C_DIRAC = 0.75 * (3 / np.pi) ** (1 / 3)


def shape(x):
    """Density matrix of the uniform gas divided by its density."""
    return 3 * spherical_jn(1, x) / x


# ---------- uniform gas at a round density ----------
density_A = 0.1                      # electrons per cubic angstrom
n = density_A * BOHR**3
kF = (3 * np.pi**2 * n) ** (1 / 3)
print(f"Hartree energy = {HARTREE:.5f} eV")
print(f"Bohr radius = {BOHR:.6f} angstrom")
print(f"Dirac constant C = {C_DIRAC:.6f} (atomic units)")
print(f"Uniform gas density = {density_A:.3f} angstrom^-3")
print(f"Fermi wave number = {kF / BOHR:.4f} angstrom^-1")

# Density matrix from an explicit sum over plane waves in a periodic box
radius = 40.3                       # Fermi radius in reciprocal-grid steps
box = 2 * np.pi * radius / kF
m = np.arange(-41, 42)
mx, my, mz = np.meshgrid(m, m, m, indexing="ij")
inside = mx**2 + my**2 + mz**2 < radius**2
waves = np.stack([mx[inside], my[inside], mz[inside]], axis=1)
direction = np.array([0.48, 0.60, 0.64])
projection = 2 * np.pi / box * (waves @ direction)
print(f"Plane waves in box sum = {len(waves)}")
for x in (1.0, 3.0, 6.0):
    summed = 2 * np.cos(projection * x / kF).sum() / box**3 / n
    # finite-box counting error is of order 1e-3 at this box size
    assert abs(summed - shape(x)) < 3e-3
    print(f"gamma/n at kF*s={x:.0f}: sum {summed:.4f}, formula {shape(x):.4f}")

# Hole charge and exchange energy by direct radial quadrature
x_max = 2000.0
x_grid = np.linspace(1e-6, x_max, 400001)
s_grid = x_grid / kF
gamma = n * shape(x_grid)
hole = -gamma**2 / (2 * n)
hole_charge = simpson(4 * np.pi * s_grid**2 * hole, x=s_grid)
# The hole decays slowly: the missing tail is of order 1/x_max
assert abs(hole_charge + 1) < 2 / x_max
ex_quadrature = simpson(-np.pi * s_grid * gamma**2, x=s_grid)
ex_formula = -C_DIRAC * n ** (4 / 3)
assert abs(ex_quadrature / ex_formula - 1) < 2e-6
print(f"Hole charge up to kF*s=2000: {hole_charge:.4f} electrons")

# Same energy in momentum space, Coulomb kernel 4 pi/|k-k'|^2,
# with the angle between k and k' integrated out
half = dblquad(lambda q, k: k * q * np.log((k + q) / (k - q)),
               0, 1, 0, lambda k: k, epsabs=1e-9)[0]
ex_momentum = -4 * np.pi * 8 * np.pi**2 / (2 * np.pi) ** 6 * kF**4 * 2 * half
assert abs(ex_momentum / ex_formula - 1) < 1e-6
per_electron = -3 * kF / (4 * np.pi)
assert abs(per_electron * n / ex_quadrature - 1) < 2e-6
to_volume = HARTREE / BOHR**3
print(f"e_x, real-space quadrature = {ex_quadrature*to_volume:.5f} eV/angstrom^3")
print(f"e_x, momentum quadrature = {ex_momentum*to_volume:.5f} eV/angstrom^3")
print(f"e_x, Dirac formula = {ex_formula*to_volume:.5f} eV/angstrom^3")
print(f"Exchange per electron = {per_electron*HARTREE:.4f} eV")

# Share of exchange energy gathered inside a given separation
for distance in (1.0, 2.0, 3.0, 5.0):
    x = kF * distance / BOHR
    integral = quad(lambda t: spherical_jn(1, t)**2 / t, 0, x)[0]
    share = 1 - spherical_jn(0, x)**2 - spherical_jn(1, x)**2
    assert abs(4 * integral - share) < 1e-8
    print(f"Exchange share within {distance:.0f} angstrom = {100*share:.2f} %")
x_far = 200.0
remainder = 1 - 4 * quad(lambda t: spherical_jn(1, t)**2 / t,
                         0, x_far, limit=500, epsabs=1e-12)[0]
assert abs(remainder * x_far**2 - 1) < 0.02


# ---------- nonuniform, spherical closed-shell systems ----------
nodes, weights = np.polynomial.legendre.leggauss(600)
log_low, log_high = np.log(1e-5), np.log(30.0)
r = np.exp(0.5 * (log_high - log_low) * (nodes + 1) + log_low)
volume = 4 * np.pi * r**3 * weights * 0.5 * (log_high - log_low)


def compare(mol, dm):
    """Electrons, determinant exchange, Dirac exchange, mean gradient."""
    exchange_matrix = scf.hf.get_jk(mol, dm)[1]
    determinant = -0.25 * np.einsum("ij,ji->", dm, exchange_matrix)
    name = "GTOval_cart" if mol.cart else "GTOval_sph"
    orbitals = mol.eval_gto(name, r[:, None] * direction)
    rho = np.maximum(np.einsum("gi,ij,gj->g", orbitals, dm, orbitals), 0)
    power = volume @ rho ** (4 / 3)
    # average of |grad n|/(2 kF n), weighted by n^(4/3)
    slope = np.abs(np.gradient(rho, r))
    gradient = volume @ slope / (2 * (3 * np.pi**2) ** (1 / 3) * power)
    return volume @ rho, determinant, -C_DIRAC * power, gradient


def trap(top_shell, frequency):
    """Oscillator shells 0..top_shell, each orbital doubly occupied.
    Gaussians times all polynomials up to that degree span them exactly."""
    basis = [[l, [frequency / 2, 1.0]] for l in range(top_shell + 1)]
    mol = gto.M(atom="He 0 0 0", basis={"He": basis}, cart=True, verbose=0)
    return compare(mol, 2 * np.linalg.inv(mol.intor("int1e_ovlp")))


errors, gradients = [], []
for top in range(5):
    count, determinant, dirac, gradient = trap(top, 1.0)
    expected = (top + 1) * (top + 2) * (top + 3) / 3
    assert abs(count - expected) < 1e-6 * expected
    if top == 0:                    # closed form for two electrons
        assert abs(determinant + np.sqrt(2 / np.pi)) < 1e-8
    errors.append(1 - dirac / determinant)
    gradients.append(gradient)
    print(f"Trap, {count:.0f} electrons: Dirac too weak by "
          f"{100*errors[-1]:.2f} %, mean gradient {gradient:.3f}")
assert np.all(np.array(errors) > 0)
assert np.all(np.diff(errors) < 0) and np.all(np.diff(gradients) < 0)
_, determinant, dirac, _ = trap(1, 4.0)
assert abs((1 - dirac / determinant) - errors[1]) < 1e-7
print(f"8 electrons, trap frequency x4: too weak by "
      f"{100*(1-dirac/determinant):.2f} %")

# Free Zn atom, nonrelativistic restricted Hartree-Fock
zinc = {}
for basis in ("def2-svp", "def2-tzvp"):
    mol = gto.M(atom="Zn 0 0 0", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    zinc[basis] = compare(mol, np.asarray(mf.make_rdm1()))
    count, determinant, dirac, gradient = zinc[basis]
    assert abs(count - 30) < 1e-4
    assert determinant < dirac < 0.9 * determinant
    print(f"Zn {basis}: Hartree-Fock exchange = {determinant*HARTREE:.2f} eV")
    print(f"Zn {basis}: Dirac exchange = {dirac*HARTREE:.2f} eV")
    print(f"Zn {basis}: difference = {(dirac-determinant)*HARTREE:.2f} eV")
    print(f"Zn {basis}: Dirac too weak by {100*(1-dirac/determinant):.2f} %")
    print(f"Zn {basis}: mean gradient = {gradient:.3f}")
assert abs(zinc["def2-svp"][1] / zinc["def2-tzvp"][1] - 1) < 0.01
print("OK")
```

Printed output:

```
Hartree energy = 27.21139 eV
Bohr radius = 0.529177 angstrom
Dirac constant C = 0.738559 (atomic units)
Uniform gas density = 0.100 angstrom^-3
Fermi wave number = 1.4360 angstrom^-1
Plane waves in box sum = 273977
gamma/n at kF*s=1: sum 0.9029, formula 0.9035
gamma/n at kF*s=3: sum 0.3456, formula 0.3457
gamma/n at kF*s=6: sum -0.0842, formula -0.0839
Hole charge up to kF*s=2000: -0.9995 electrons
e_x, real-space quadrature = -0.49363 eV/angstrom^3
e_x, momentum quadrature = -0.49363 eV/angstrom^3
e_x, Dirac formula = -0.49363 eV/angstrom^3
Exchange per electron = -4.9363 eV
Exchange share within 1 angstrom = 37.41 %
Exchange share within 2 angstrom = 85.60 %
Exchange share within 3 angstrom = 95.27 %
Exchange share within 5 angstrom = 98.30 %
Trap, 2 electrons: Dirac too weak by 14.53 %, mean gradient 0.791
Trap, 8 electrons: Dirac too weak by 7.83 %, mean gradient 0.473
Trap, 20 electrons: Dirac too weak by 5.03 %, mean gradient 0.342
Trap, 40 electrons: Dirac too weak by 3.55 %, mean gradient 0.271
Trap, 70 electrons: Dirac too weak by 2.65 %, mean gradient 0.223
8 electrons, trap frequency x4: too weak by 7.83 %
Zn def2-svp: Hartree-Fock exchange = -1895.43 eV
Zn def2-svp: Dirac exchange = -1786.33 eV
Zn def2-svp: difference = 109.10 eV
Zn def2-svp: Dirac too weak by 5.76 %
Zn def2-svp: mean gradient = 0.518
Zn def2-tzvp: Hartree-Fock exchange = -1894.89 eV
Zn def2-tzvp: Dirac exchange = -1786.07 eV
Zn def2-tzvp: difference = 108.82 eV
Zn def2-tzvp: Dirac too weak by 5.74 %
Zn def2-tzvp: mean gradient = 0.518
OK
```
